\section*{Stress-driven void growth on a grain-boundary network with junction atom balance}

\section{Definitions and conventions}

A flat metal plate of area $A$ and thickness $h$ lies under a via. Its grains are columnar, so each grain boundary is a vertical strip of height $h$, seen from above as a line. Boundary $e$ has length $L_e$ and coordinate $x$ along it. Tensile stress $\sigma$ is positive and acts normal to the boundary. The symbols are:
\begin{itemize}
\item $\Omega$, atomic volume; $k$, Boltzmann constant; $T$, temperature;
\item $\delta D_e$, boundary width times boundary diffusivity;
\item $B$, effective modulus linking added volume to stress relief;
\item $w_e$, width of the plate strip relieved by boundary $e$;
\item $I$, atom current along a boundary, positive towards increasing $x$;
\item $V(t)$, void volume; $\sigma_0$, uniform initial tension.
\end{itemize}

At $t=0$ a through-thickness void opens at one triple junction, over which the via is centred. Void nucleation is not treated. The void surface is stress-free, the side walls block flow, and $T$ is fixed. Atoms move along grain boundaries only. Plastic flow, boundary motion, and elastic coupling beyond the relieved strips are left out. With lengths in nm and stress in GPa, energies are in $\mathrm{GPa\,nm^3}=10^{-18}$~J.

\section{Equations on one boundary}

\subsection{Current}
An atom inserted into a boundary under tension $\sigma$ opens it by a volume $\Omega$, and the tension does work $\Omega\sigma$. The chemical potential is therefore $\mu=\mu_0-\Omega\sigma$. With concentration $1/\Omega$, mobility $D/(kT)$ and cross-section $\delta h$,
\begin{equation}
I=-\frac{\delta D\,h}{\Omega kT}\frac{\partial\mu}{\partial x}
 = g\,\frac{\partial\sigma}{\partial x},\qquad g=\frac{\delta D\,h}{kT}.
\label{eq:current}
\end{equation}
The two minus signs cancel: atoms run towards higher tension, hence away from the stress-free void, which grows.

\subsection{Storage}
Let $n$ atoms per unit length have been added. Their volume $n\Omega$ is shared by a strip of volume $wh$ per unit length, so the added volumetric strain is $n\Omega/(wh)$. Setting it equal to $(\sigma_0-\sigma)/B$ gives
\begin{equation}
n=c(\sigma_0-\sigma),\qquad c=\frac{wh}{B\Omega}.
\end{equation}
Atom conservation, $\partial n/\partial t=-\partial I/\partial x$, becomes $-c\,\partial_t\sigma=-g\,\partial_x^2\sigma$, or
\begin{equation}
c\,\frac{\partial\sigma}{\partial t}=g\,\frac{\partial^2\sigma}{\partial x^2},
\qquad \kappa=\frac gc=\frac{\delta D\,B\,\Omega}{w\,kT}.
\label{eq:diffusion}
\end{equation}

\subsection{Triple junction}
Local equilibrium makes $\mu$, and hence $\sigma$, continuous at a junction. Take a control volume reaching a distance $\epsilon$ into each boundary, with $x_e$ measured outward. The current leaving it equals the loss rate of its stored atoms, $\sum_e c_e\int_0^\epsilon\partial_t\sigma\,dx_e$. For bounded $\partial_t\sigma$ this vanishes as $\epsilon\to0$, so
\begin{equation}
\sum_{e} g_e\left.\frac{\partial\sigma}{\partial x_e}\right|_{0}=0 .
\label{eq:kirchhoff}
\end{equation}
The currents balance, not the bare slopes $s_e=\partial\sigma/\partial x_e$. Suppose two boundaries have conductance $g$ and the third has $fg$. Imposing $s_1+s_2+s_3=0$ would leave
\begin{equation}
g(s_1+s_2)+fg\,s_3=-(1-f)\,g\,s_3 ,
\end{equation}
a spurious source or sink unless $f=1$ or $s_3=0$.

\section{Building the network}

Grains are the Voronoi cells of seeds in a rectangle. Each seed is also mirrored in the four walls. A point inside the plate is nearer to a seed than to that seed's mirror image, and a wall is the bisector between the two, so the cells end on the walls. Ridges between two original seeds are the grain boundaries.

Grain $i$ has area $A_i$ and grain-boundary perimeter $P_i$, walls excluded. Spreading its relief evenly over that perimeter gives, for a boundary between grains $i$ and $j$,
\begin{equation}
w_e=\frac{A_i}{P_i}+\frac{A_j}{P_j},\qquad
\sum_e w_eL_e=\sum_i\frac{A_i}{P_i}\sum_{e\in i}L_e=\sum_iA_i=A .
\label{eq:width}
\end{equation}
The plate area is counted once. This fixes the final state: if every boundary is connected to the void, all stress relaxes to zero and
\begin{equation}
V_\infty=\Omega\sigma_0\sum_ec_eL_e=\frac{\sigma_0h}{B}\sum_ew_eL_e=\frac{\sigma_0Ah}{B}.
\label{eq:final}
\end{equation}
A cylindrical void of radius $r$ has volume $\pi r^2h$. It can form only if $V_\infty>\pi r^2h$, that is, if $A>\pi r^2B/\sigma_0$. Within this model a smaller plate cannot lose a via of radius $r$, however long it is heated. The rule rests on a through-thickness void with no surface tension. A thin slit of height $d$ under the via needs only the fraction $d/h$ of this volume, so a real via can fail on a far smaller plate, while a surface energy $\gamma_s$ raises the bound by the factor $\sigma_0/(\sigma_0-\gamma_s/r)$.

\section{Finite-volume scheme}

Divide boundary $e$ into $m_e$ equal intervals $\Delta x_e=L_e/m_e$. Neighbouring nodes are joined by a link $G_e=g_e/\Delta x_e$, and each interval gives half its storage, $c_e\Delta x_e/2$, to either end. Node $a$ then obeys
\begin{equation}
M_a\dot\sigma_a=\sum_{b}G_{ab}(\sigma_b-\sigma_a),\qquad
M_a=\sum_{\text{intervals at }a}\frac{c\,\Delta x}{2},
\label{eq:fv}
\end{equation}
or $M\dot\sigma=-K\sigma$. The same formula serves interior nodes, triple junctions and wall ends; a wall end has one link and so no outflow. The void node is held at $\sigma=0$ and removed from the unknowns.

\subsection{Time step}
With $\gamma=1-1/\sqrt2$, one step of size $\Delta t$ is
\begin{align}
(M+\gamma\Delta tK)k_1&=-K\sigma,\\
(M+\gamma\Delta tK)k_2&=-K\left[\sigma+(1-\gamma)\Delta t\,k_1\right],\\
\sigma^{\rm new}&=\sigma+\Delta t\left[(1-\gamma)k_1+\gamma k_2\right].
\end{align}
To see order and stability, apply it to $\dot y=\lambda y$ with $z=\lambda\Delta t$. The first stage gives $\Delta t\,k_1=zy/(1-\gamma z)$. Write $Y=y+(1-\gamma)\Delta t\,k_1$. Then $\Delta t\,k_2=zY/(1-\gamma z)$ and $y^{\rm new}=Y+\gamma\Delta t\,k_2=Y/(1-\gamma z)$, so
\begin{equation}
\frac{y^{\rm new}}{y}=R(z)=\frac{1+(1-2\gamma)z}{(1-\gamma z)^2}
=1+z+(2\gamma-\gamma^2)z^2+\dots
\end{equation}
Second order needs $2\gamma-\gamma^2=\tfrac12$, whose root below one is the chosen $\gamma$. If every node is connected to the void, the modes of $M^{-1}K$ have real positive rates, so $z=-y_0$ with $y_0>0$. The denominator is $1+0.586y_0+0.086y_0^2$, which exceeds $|1-0.414y_0|$. Hence $|R|<1$ for any step, and $R\to0$ for the fastest modes, which damps the jump at the void. Since $R<0$ for $y_0>2.41$, undershoots below zero stress remain possible when early steps are too long.

Explicit Euler would be restricted. Gershgorin's theorem bounds the largest rate by $4\max(\kappa/\Delta x^2)$, so $\Delta t\le\min(\Delta x^2/2\kappa)$ suffices for stability. For $\Delta x=10$~nm and $\kappa=4\ \mathrm{nm^2/s}$ this is 12.5~s, and less on short boundaries.

\subsection{Void count}
At $t=0$ the void node drops from $\sigma_0$ to zero, so its half-intervals at once take up $M_v\sigma_0$ atoms. Afterwards the void supplies $\sum_bG_{vb}\sigma_b$ atoms per second. This rate must be integrated with the weights of the scheme, $(1-\gamma)$ on the first stage stress $\sigma+\gamma\Delta t\,k_1$ and $\gamma$ on $\sigma^{\rm new}$, because these are the stresses at which $k_1$ and $k_2$ satisfy (\ref{eq:fv}). Finally $V=\Omega N$, with $N$ the atoms supplied.

\begin{verbatim}
build Voronoi network; compute L, w, g, c
choose void junction; split boundaries into intervals
assemble M, K; sigma = sigma0; sigma[void] = 0
N = M[void]*sigma0
for each block of steps:
    factor M + gamma*dt*K          (void removed)
    repeat:
        solve k1, k2; form both stage stresses
        N += dt * weighted void current
        update sigma
    dt = 2*dt
for each boundary end: three-point current
for each triple junction except void: sum currents
compare N with the integral of c*(sigma0 - sigma)
\end{verbatim}

\section{Auditing the junctions}

Equation (\ref{eq:fv}) balances each junction cell by construction, so its own residual says little. The audit instead rebuilds the outward current from a one-sided slope:
\begin{equation}
I^{(3)}=g\frac{-3\sigma_0'+4\sigma_1'-\sigma_2'}{2\Delta x}
=G(\sigma_1'-\sigma_0')-\frac G2(\sigma_2'-2\sigma_1'+\sigma_0'),
\end{equation}
where primes mark nodal values counted from the junction. At interior node 1, (\ref{eq:fv}) reads $G(\sigma_2'-2\sigma_1'+\sigma_0')=c\Delta x\,\dot\sigma_1'$. Summing over the boundaries and using (\ref{eq:fv}) at the junction, $\sum_eG(\sigma_1'-\sigma_0')=\sum_e\tfrac12c\Delta x\,\dot\sigma_0'$, gives
\begin{equation}
\sum_eI_e^{(3)}=-\sum_e\frac{c_e\Delta x_e}{2}(\dot\sigma_1'-\dot\sigma_0')
\simeq-\sum_e\frac{c_e\Delta x_e^2}{2}\,\frac{\partial^2\sigma}{\partial x_e\partial t}.
\label{eq:audit}
\end{equation}
On a fine enough mesh the imbalance should in general fall fourfold when every interval is halved. If the boundaries at a junction share the same $\kappa$ and $\Delta x$, current balance cancels this leading term and the fall is faster. The void junction is a source, so it is audited by comparing its supply with the deposit in the network.

\section{Independent solution and two limits}

Let $u=\sigma_0-\sigma$, which starts at zero, and let $\hat u(p)$ be its Laplace transform. Equation (\ref{eq:diffusion}) becomes $\hat u''=q^2\hat u$ with $q=\sqrt{pc/g}$, so between ends $a$ and $b$
\begin{equation}
\hat u=\frac{\hat u_a\sinh q(L-x)+\hat u_b\sinh qx}{\sinh qL}.
\end{equation}
Since $I=-g\,\partial_xu$, the current leaving end $a$ is
\begin{equation}
\hat I_a=gq\left[\hat u_a\coth qL-\frac{\hat u_b}{\sinh qL}\right].
\label{eq:laplace}
\end{equation}
Setting $\sum\hat I=0$ at every node but the void, where $\hat u=\sigma_0/p$, gives a linear system for the nodes alone. The void's atom count has transform $\sum\hat I_v/p$ and is inverted numerically. No spatial intervals or time steps enter.

\paragraph{Early time.} While $\sqrt{\kappa t}\ll L$ on each void boundary, $\coth qL\to1$ and the far end is not felt. Then $\hat I_v=\sigma_0\sqrt{gc}\,p^{-1/2}$ per boundary, and its atom count has transform $\sigma_0\sqrt{gc}\,p^{-3/2}$, whose inverse is $2\sigma_0\sqrt{gc\,t/\pi}$. With $\sqrt{gc}=c\sqrt\kappa$,
\begin{equation}
V\simeq\frac{2h\sigma_0}{B}\sum_{e\ni v}w_e\sqrt{\frac{\kappa_et}{\pi}} .
\label{eq:early}
\end{equation}
As $\kappa\propto B$, early growth scales as $\sigma_0B^{-1/2}$.

\paragraph{Late time.} The limit is (\ref{eq:final}). For the plate below, the Laplace solution at 100 failure times was tested to agree with it within a relative $10^{-4}$.

\section{Worked example: a nickel plate}

\subsection{Inputs}
The plate measures $4\times3\ \mu$m, with $h=200$~nm, 48 grains, $T=523$~K, $\sigma_0=300$~MPa and $B=100$~GPa. Rough nickel values are $\Omega=0.0109\ \mathrm{nm^3}$ and
\begin{equation}
\delta D=3\times10^{12}\,e^{-1.2\,\mathrm{eV}/kT}\ \mathrm{nm^3/s}=8.2\ \mathrm{nm^3/s}.
\end{equation}
Grains share a [111] normal and have random in-plane angles. Boundaries below $15^\circ$ misorientation are assigned one twentieth of this diffusivity; they number 24 of 118, and one of them meets the void. Boundaries near $60^\circ$ are close to a twin relation and may also be slow in real nickel. They are treated as fast here, which would then make the computed failure time too short. With $kT=7.22\times10^{-3}\ \mathrm{GPa\,nm^3}$ and the mean width $w=299$~nm, a fast boundary has
\begin{equation}
\kappa=\frac{8.2\times100\times0.0109}{299\times0.00722}\approx4.1\ \mathrm{nm^2/s}.
\end{equation}

Failure is defined as a cylindrical void reaching the via radius of 50~nm, so $V_f=\pi(50)^2(200)=1.57\times10^6\ \mathrm{nm^3}$. The available volume is $V_\infty=0.003\times(1.2\times10^7)\times200=7.2\times10^6\ \mathrm{nm^3}$, and the least plate area for failure is $2.6\ \mu\mathrm{m^2}$. This plate has $12\ \mu\mathrm{m^2}$, so it can fail.

\subsection{Void growth}
The failure time is 273~h. By then $V_f/V_\infty=22\%$ of the tension has been spent, leaving an area-weighted mean of 235~MPa. Stress at the triple junctions, void excluded, ranges from 69 to 289~MPa.

At 378~s the network solution and (\ref{eq:early}) both give 16\,850~$\mathrm{nm^3}$. Continuing that square-root law to 273~h would give $16\,850\sqrt{983\,500/378}\approx8.6\times10^5\ \mathrm{nm^3}$, about half of $V_f$. The law treats the void boundaries as endless single lines, whereas in the network they branch and reach more stressed metal. The computed volumes are $1.77\times10^5$, $7.69\times10^5$ and $3.81\times10^6\ \mathrm{nm^3}$ at 10, 100 and 1000~h. The mean growth exponents over these two decades are 0.64 and 0.69, above one half.

With geometry, void site and stress held fixed, making all boundaries fast reduces the failure time to 124~h. The slow fifth of the boundaries thus more than doubles it. This comparison does not separate the slow boundary at the void from the other 23.

\subsection{Atom balance}
The junction with the largest throughput among those joining fast and slow boundaries has outward currents
\begin{equation}
-40.784+36.313+4.471=0.000\ \text{atoms/s}
\end{equation}
to the digits shown; the last belongs to the slow boundary. In units of the fast $1/g$, the slopes are $-40.8$, $36.3$ and $20\times4.47=89.4$. Their sum is 85, not zero.

Over all 70 triple junctions other than the void, the worst imbalance, relative to half the sum of absolute currents at that junction, is $8.1\times10^{-4}$ with intervals of at most 20~nm and $2.1\times10^{-4}$ with every interval halved. The summed imbalance falls by a factor 3.99, as (\ref{eq:audit}) predicts. On the finer mesh the void's supply matches the deposit, integrated by Simpson's rule, to $6\times10^{-6}$. The void volume agrees with the Laplace solution to $1.2\times10^{-5}$, and nodal stresses agree to $9\times10^{-6}$ of $\sigma_0$.

If slopes are balanced instead, the atoms created or destroyed at these junctions by 273~h, summed without regard to sign, amount to 1.9 times the void's supply in that faulty solution. The full list of values is in the numerical output.

\section{Neglected effects and the real case}

\paragraph{Void surface tension.} A surface energy of 2~J/m$^2$ puts a stress $\gamma_s/r=40$~MPa on a void of 50~nm radius. Holding this value throughout gives 334~h. A smaller void carries a larger stress, which lengthens the delay, but a void that starts at a finite size needs less added volume, which shortens it. For a starting radius of 10~nm the first correction adds about 29~h, the second removes about 19~h, and together they give about 345~h; starting radii of 8 and 15~nm give about 355 and 314~h. So 334~h is only a rough value. Below a radius $\gamma_s/\sigma_0\approx6.7$~nm the void would close rather than grow, so the model presumes that nucleation leaves a larger one.

\paragraph{Void size.} Shortening the void's boundaries by 50~nm from the start gives 257~h.

\paragraph{Relief sharing.} Taking $w_e$ proportional to the distance between neighbouring seeds, rescaled to the same total area, gives 264~h. This tests the sharing rule, not long-range elasticity. The mean strip width also exceeds the plate thickness. In a film bonded to its surroundings an inserted layer relieves stress mainly within about one thickness of the boundary, so uniform relief of the whole area, and with it (\ref{eq:final}), is an idealisation.

\paragraph{Vacancy content.} Tension can raise the vacancy concentration by $e^{\Omega\sigma_0/kT}=1.57$. Time enters the equations through the product $\delta D\,t$, so applying this factor everywhere would shorten failure to $273/1.57=174$~h. The factor falls towards one as stress relaxes, so this estimate overstates the effect.

\paragraph{Other paths.} With rough lattice values of $1.9\times10^{14}\ \mathrm{nm^2/s}$ and 2.9~eV, lattice transport $D_Lw$ is $8\times10^{-13}$ of $\delta D$. The cap interface is less easily dismissed. Under a uniform stress gradient, randomly oriented boundaries carry on average half their full conductance, equivalent to a sheet with $\sum_e\delta D_e\,hL_e/(2A)=2.2\ \mathrm{nm^3/s}$. This is an average over directions (2.0 along the length, 2.4 along the width) and an upper estimate, because slow boundaries and the current balance at junctions make the gradient uneven; the steady wall-to-wall values of this network are about 1.1 and 1.4~$\mathrm{nm^3/s}$. An interface with $\delta D=2.2\ \mathrm{nm^3/s}$ would therefore carry at least as much as the network under the same mean gradient, and a slower one could still compete.

\paragraph{Reliability of the estimate.} The failure time applies to nickel with the stated inputs, for this one draw of grain angles and this one void site. With the same grain shapes, seven other angle draws give 150 to 400~h, and seven other central junctions give 190 to 300~h. Another metal needs its own $\Omega$, $\delta D$ and $B$, and its boundary diffusivity may be very different at the same temperature. For a rough biaxial modulus of 290~GPa and expansion mismatch of $10^{-5}$/K, 300~MPa implies a stress-free temperature of 626~K, which is plausible for processing. This modulus is that of untextured nickel; a plate with [111] normals is stiffer, which lowers the implied temperature. $B$ depends on the surroundings, and 100~GPa is high for a soft dielectric. The inactive cap interface is also open to doubt: if it doubled every effective conductance, the time would halve to about 137~h, and a faster interface would shorten it further. An error of 0.1~eV in the activation energy changes the time by $e^{0.1/0.045}\approx9$.

\section{Cost and failure modes}

The number of unknowns is roughly $\sum L_e/\Delta x$: 39.6~$\mu$m of boundary at 10~nm gives about 4000, plus extra nodes on short boundaries. Ten blocks of 20 steps, with the step doubled between blocks, need 10 sparse factorizations and 400 solves. The Laplace route needs 20 complex solves per output time, on 93 unknown nodes here. Dense elimination costs the cube of that number, so large networks call for sparse solves.

\begin{itemize}
\item A boundary set not connected to the void keeps its stress, and (\ref{eq:final}) then overstates $V_\infty$. Check connectivity first.
\item A slow boundary has a stress layer of thickness $\sqrt{\kappa t}$. If this is below a few $\Delta x$, the audit error grows.
\item The three-point slope needs at least two intervals per boundary; at least three were used.
\item A void boundary shorter than the final void radius is swallowed, and the network must be rebuilt. Here all three exceed 100~nm.
\item If $A\le\pi r^2B/\sigma_0$, no failure time exists and a root search must not be started.
\end{itemize}

\section*{Table of computed values}
\begin{verbatim}
Temperature: 523 K
Plate length: 4000 nm
Plate width: 3000 nm
Plate thickness: 200 nm
Initial tension: 300 MPa
Effective modulus B: 100 GPa
Atomic volume: 0.0109 nm^3
Boundary prefactor: 3e+12 nm^3/s
Boundary activation energy: 1.2 eV
Boundary delta*D, fast: 8.196 nm^3/s
Slow/fast diffusivity: 0.05
Grains: 48
Boundaries: 118
Slow boundaries: 24
Triple junctions including void: 71
Slow boundaries at void: 1
Total boundary length: 39.59 um
Mean tributary width: 299.4 nm
Median stress diffusivity: 4.044 nm^2/s
Via radius: 50 nm
Void volume at failure: 1.571e+06 nm^3
Final void volume: 7.2e+06 nm^3
Least plate area for failure: 2.618 um^2
Failure time: 273.2 h
Void volume at 10 h: 1.767e+05 nm^3
Void volume at 100 h: 7.693e+05 nm^3
Void volume at 1000 h: 3.81e+06 nm^3
Lowest junction stress at failure: 69.45 MPa
Highest junction stress at failure: 289.1 MPa
Sample outward current, D factor 0.05: 4.47067 atoms/s
Sample outward current, D factor 1: -40.78386 atoms/s
Sample outward current, D factor 1: 36.31339 atoms/s
Sample current sum: 1.96e-04 atoms/s
Worst junction imbalance, coarse: 8.06e-04
Worst junction imbalance, fine: 2.09e-04
Summed imbalance ratio, coarse/fine: 3.992
Void volume difference, two methods: 1.24e-05
Largest node stress difference/initial: 8.76e-06
Void supply versus deposit error: 6.01e-06
Early-law test time: 378.3 s
Early void volume, network: 16850.5 nm^3
Early void volume, formula: 16850.5 nm^3
Slope rule: junction error/void supply: 1.948
Failure time, all boundaries fast: 124.3 h
Void surface-tension stress: 40 MPa
Failure time with that stress: 333.6 h
Failure time, full-size void at start: 257.4 h
Failure time, other relief sharing: 264.2 h
Vacancy factor at initial tension: 1.573
Lattice/boundary transport: 7.9e-13
Competing cap-interface delta*D: 2.197 nm^3/s
Implied stress-free temperature: 626.4 K
\end{verbatim}
